**Bravyi-Kitaev ladder operators from a Fenwick tree**

The program builds $a_j=(c_j+id_j)/2$ with $c_j=X_UX_jZ_P$ and $d_j=X_UY_jZ_R$, where $U$, $P$ and $F$ are the update, parity and flip sets and $R=P\setminus F$. It asserts that the tree walks agree with binary linear algebra for 1 to 64 modes. For 1 to 6 modes it asserts that the Pauli matrices reproduce the action on occupation states and the anticommutation relations. For 1 to 300 modes it asserts that the largest string weight is $1+\lfloor\log_2 n\rfloor$. For an H4 chain in the STO-3G basis, it asserts agreement of the encoded Hamiltonian with separate Hartree-Fock and full-CI energies, and equal spectra and term counts for the Bravyi-Kitaev and Jordan-Wigner forms. The output gives a ground energy of −58.950 eV and 185 strings in either encoding. The mean string weights, 4.587 and 4.609, show almost no saving at eight modes, although single ladder operators are much shorter for large registers.

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

## Program and output

```python
"""Bravyi-Kitaev map from a Fenwick tree.

Result under test: with modes and qubits numbered 1..n, qubit j stores the
parity of modes j-l(j)+1..j, where l(j) is the largest power of 2 dividing j.
Then   a_j = (c_j + i d_j)/2,
       c_j = X_U X_j Z_P,   d_j = X_U Y_j Z_R,   R = P without F,
U: update set (other qubits that store mode j),
P: parity set (qubits whose sum is the parity of modes 1..j-1),
F: flip set (qubits that, added to qubit j, give the occupation of mode j).
Each string acts on at most 1 + floor(log2 n) qubits, and this is attained.
Bit j-1 of an integer stands for mode j or qubit j.
"""
from collections import defaultdict
import numpy as np
from scipy import constants
from pyscf import gto, scf, fci, ao2mo


def lowbit(j):
    return j & -j


def tree_sets(j, n):
    update, parity, flip = [], [], []
    k = j + lowbit(j)
    while k <= n:
        update.append(k)
        k += lowbit(k)
    k = j - 1
    while k > 0:
        parity.append(k)
        if k > j - lowbit(j):
            flip.append(k)
        k -= lowbit(k)
    return update, parity, flip


def majorana_letters(j, n):
    """Pauli letters of c_j and d_j as dictionaries qubit -> letter."""
    update, parity, flip = tree_sets(j, n)
    c = {k: "X" for k in update}
    d = dict(c)
    c[j], d[j] = "X", "Y"
    c.update({k: "Z" for k in parity})
    d.update({k: "Z" for k in parity if k not in flip})
    return c, d


def text(letters):
    return " ".join(letters[k] + str(k) for k in sorted(letters))


def storage_matrix(n):
    """Binary matrix B of the encoding, straight from the stored segments."""
    B = np.zeros((n, n), dtype=int)
    for j in range(1, n + 1):
        B[j - 1, j - lowbit(j):j] = 1
    return B


def encoded_indices(n):
    """Encoded basis index of every occupation pattern."""
    states = np.arange(2**n)
    occupations = (states[:, None] >> np.arange(n)) & 1
    bits = occupations @ storage_matrix(n).T % 2
    return bits @ (1 << np.arange(n))


# --- Sets: tree walks against linear algebra modulo 2 ---
for n in range(1, 65):
    B = storage_matrix(n)
    inverse = np.rint(np.linalg.inv(B)).astype(int) % 2
    assert np.array_equal(B @ inverse % 2, np.eye(n, dtype=int))
    prefix = np.tril(np.ones((n, n), dtype=int), -1) @ inverse % 2
    for j in range(1, n + 1):
        update, parity, flip = tree_sets(j, n)
        assert set(np.flatnonzero(B[:, j - 1]) + 1) == set(update) | {j}
        assert set(np.flatnonzero(inverse[j - 1]) + 1) == set(flip) | {j}
        assert set(np.flatnonzero(prefix[j - 1]) + 1) == set(parity)
        assert set(flip) <= set(parity)

# --- Operators: Pauli strings against the action on occupation states ---
PAULI = {"I": np.eye(2), "X": np.array([[0, 1], [1, 0]]),
         "Y": np.array([[0, -1j], [1j, 0]]), "Z": np.diag([1, -1])}


def dense(letters, n):
    result = np.eye(1)
    for k in range(1, n + 1):
        result = np.kron(PAULI[letters.get(k, "I")], result)
    return result


operator_error = 0.0
largest_dense = 6
for n in range(1, largest_dense + 1):
    code = encoded_indices(n)
    assert len(set(code)) == 2**n
    ladders = []
    for j in range(1, n + 1):
        reference = np.zeros((2**n, 2**n))
        for s in range(2**n):
            if s >> (j - 1) & 1:
                before = (s & ((1 << (j - 1)) - 1)).bit_count()
                reference[code[s ^ (1 << (j - 1))], code[s]] = (-1)**before
        c, d = majorana_letters(j, n)
        a = (dense(c, n) + 1j * dense(d, n)) / 2
        operator_error = max(operator_error, abs(a - reference).max())
        ladders.append(a)
    for p, a in enumerate(ladders):
        for q, b in enumerate(ladders):
            bd = b.conj().T
            assert np.allclose(a @ b + b @ a, 0)
            assert np.allclose(a @ bd + bd @ a, (p == q) * np.eye(2**n))
assert operator_error < 1e-12


# --- Weights: explicit counts against the logarithmic bound ---
def weights(n):
    pairs = [majorana_letters(j, n) for j in range(1, n + 1)]
    return np.array([[len(c), len(d)] for c, d in pairs])


largest_count = 300
for n in range(1, largest_count + 1):
    w = weights(n)
    bound = 1 + int(np.floor(np.log2(n)))
    assert w.max() == bound and w[0, 0] == bound
    if n == lowbit(n):
        assert np.all(w[:, 0] == bound)
    for j in range(1, n + 1):
        twos, rest = 0, j
        while rest % 2 == 0:
            twos, rest = twos + 1, rest // 2
        assert w[j - 1, 0] - w[j - 1, 1] == twos


# --- Pauli algebra: key (x, z) stands for the product X^x Z^z ---
def ladder_pair(j, n, kind):
    """Annihilation and creation operator of mode j as Pauli sums."""
    if kind == "BK":
        update, parity, flip = tree_sets(j, n)
        x = sum(1 << (k - 1) for k in update + [j])
        z_c = sum(1 << (k - 1) for k in parity)
        z_d = z_c ^ sum(1 << (k - 1) for k in flip + [j])
    else:
        x, z_c, z_d = 1 << (j - 1), (1 << (j - 1)) - 1, (1 << j) - 1
    return ({(x, z_c): 0.5, (x, z_d): -0.5},
            {(x, z_c): 0.5, (x, z_d): 0.5})


def product(A, B):
    result = defaultdict(float)
    for (x1, z1), u in A.items():
        for (x2, z2), v in B.items():
            sign = -1 if (z1 & x2).bit_count() % 2 else 1
            result[x1 ^ x2, z1 ^ z2] += sign * u * v
    return {key: v for key, v in result.items() if abs(v) > 1e-14}


def add(target, A, factor):
    for key, v in A.items():
        target[key] += factor * v


def pauli_hamiltonian(h, g, constant, kind):
    m = len(h)
    n = 2 * m
    ops = [ladder_pair(j, n, kind) for j in range(1, n + 1)]
    E = {}
    for p in range(m):
        for q in range(m):
            total = defaultdict(float)
            for spin in (0, 1):
                add(total, product(ops[2*p + spin][1], ops[2*q + spin][0]), 1)
            E[p, q] = total
    H = defaultdict(float)
    H[0, 0] = constant
    for p, q in E:
        add(H, E[p, q], h[p, q])
        for r, s in E:
            add(H, product(E[p, q], E[r, s]), 0.5 * g[p, q, r, s])
            if q == r:
                add(H, E[p, s], -0.5 * g[p, q, r, s])
    return {key: v for key, v in H.items() if abs(v) > 1e-9}


def matrix_of(H, n):
    index = np.arange(2**n)
    odd = np.array([s.bit_count() % 2 for s in range(2**n)])
    M = np.zeros((2**n, 2**n))
    for (x, z), v in H.items():
        M[index ^ x, index] += v * (1 - 2 * odd[index & z])
    return M


# --- Hydrogen chain ---
hartree = constants.physical_constants["Hartree energy in eV"][0]
bohr = constants.physical_constants["Bohr radius"][0] * 1e10
spacing = 1.0
mol = gto.M(atom=[["H", (0, 0, i * spacing / bohr)] for i in range(4)],
            unit="Bohr", basis="sto-3g", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
C = mf.mo_coeff
h = C.T @ mf.get_hcore() @ C
g = ao2mo.restore(1, ao2mo.kernel(mol, C), C.shape[1])
solver = fci.FCI(mf)
solver.conv_tol = 1e-12
e_fci = solver.kernel()[0]
modes = 2 * C.shape[1]
code = encoded_indices(modes)
H_bk = pauli_hamiltonian(h, g, mol.energy_nuc(), "BK")
H_jw = pauli_hamiltonian(h, g, mol.energy_nuc(), "JW")
M_bk, M_jw = matrix_of(H_bk, modes), matrix_of(H_jw, modes)
assert np.allclose(M_bk, M_bk.T, atol=1e-7)
assert np.allclose(np.linalg.eigvalsh(M_bk), np.linalg.eigvalsh(M_jw),
                   atol=1e-6)
assert len(H_bk) == len(H_jw)
assert np.allclose(sorted(map(abs, H_bk.values())),
                   sorted(map(abs, H_jw.values())), atol=1e-9)
sector = [code[s] for s in range(2**modes)
          if s.bit_count() == mol.nelectron]
e_bk = np.linalg.eigvalsh(M_bk[np.ix_(sector, sector)])[0]
hf_index = code[(1 << mol.nelectron) - 1]
e_diag = M_bk[hf_index, hf_index]
assert abs(e_bk - e_fci) < 1e-7
assert abs(e_diag - mf.e_tot) < 1e-7


# --- One ladder operator applied by hand ---
def bits(value, n):
    return "".join(str(value >> k & 1) for k in range(n))


occupation = [1, 0, 1, 1, 0, 1, 0, 1]
state = sum(o << k for k, o in enumerate(occupation))
target_mode = 6
start = int(code[state])
annihilator = ladder_pair(target_mode, modes, "BK")[0]
amplitude = 0.0
for (x, z), v in annihilator.items():
    end = start ^ x
    amplitude += v * (-1)**((start & z).bit_count())
assert end == code[state ^ (1 << (target_mode - 1))]
assert amplitude == (-1)**sum(occupation[:target_mode - 1])

# --- Output ---
print("Sets and strings for n = 8 (qubits numbered from 1)")
for j in range(1, 9):
    U, P, F = tree_sets(j, 8)
    print(f"j={j} U={U} P={P} F={F}")
    c, d = majorana_letters(j, 8)
    print(f"    c: {text(c)} | d: {text(d)}")
print(f"Occupations, modes 1..8: {bits(state, 8)}")
print(f"Encoded, qubits 1..8: {bits(start, 8)}")
print(f"After a_{target_mode}: amplitude {amplitude:+.0f},",
      f"encoded {bits(end, 8)}")
print(f"Largest operator error, n=1..{largest_dense}: {operator_error:.1e}")
print(f"Weight bound checked for n = 1..{largest_count}")
print("String weights in qubits: maximum, mean over all 2n strings")
for n in (4, 8, 10, 100, 1024):
    w = weights(n)
    jw = [(x | z).bit_count() for j in range(1, n + 1)
          for x, z in ladder_pair(j, n, "JW")[0]]
    print(f"n={n}: BK {w.max()}, {w.mean():.3f};",
          f"JW {max(jw)}, {np.mean(jw):.3f}")
print(f"H4 chain, STO-3G, spacing: {spacing:.1f} angstrom")
print(f"Spin orbitals: {modes}; electrons: {mol.nelectron}")
print(f"Encoded Hartree-Fock state, qubits 1..8: {bits(int(hf_index), 8)}")
print(f"Hartree-Fock energy, diagonal element: {e_diag*hartree:.4f} eV")
print(f"Hartree-Fock energy, SCF: {mf.e_tot*hartree:.4f} eV")
print(f"Ground energy, BK Pauli sum: {e_bk*hartree:.4f} eV")
print(f"Ground energy, BK Pauli sum: {e_bk:.6f} hartree")
print(f"Ground energy, full CI: {e_fci*hartree:.4f} eV")
print(f"Correlation energy: {(e_bk - e_diag)*hartree:.4f} eV")
for name, H in (("BK", H_bk), ("JW", H_jw)):
    w = [(x | z).bit_count() for x, z in H if x | z]
    print(f"{name} Hamiltonian: {len(H)} terms with identity,",
          f"max weight {max(w)}, mean {np.mean(w):.3f} without identity")
print("all good")
```

Running it gives:

```
Sets and strings for n = 8 (qubits numbered from 1)
j=1 U=[2, 4, 8] P=[] F=[]
    c: X1 X2 X4 X8 | d: Y1 X2 X4 X8
j=2 U=[4, 8] P=[1] F=[1]
    c: Z1 X2 X4 X8 | d: Y2 X4 X8
j=3 U=[4, 8] P=[2] F=[]
    c: Z2 X3 X4 X8 | d: Z2 Y3 X4 X8
j=4 U=[8] P=[3, 2] F=[3, 2]
    c: Z2 Z3 X4 X8 | d: Y4 X8
j=5 U=[6, 8] P=[4] F=[]
    c: Z4 X5 X6 X8 | d: Z4 Y5 X6 X8
j=6 U=[8] P=[5, 4] F=[5]
    c: Z4 Z5 X6 X8 | d: Z4 Y6 X8
j=7 U=[8] P=[6, 4] F=[]
    c: Z4 Z6 X7 X8 | d: Z4 Z6 Y7 X8
j=8 U=[] P=[7, 6, 4] F=[7, 6, 4]
    c: Z4 Z6 Z7 X8 | d: Y8
Occupations, modes 1..8: 10110101
Encoded, qubits 1..8: 11110101
After a_6: amplitude -1, encoded 11110000
Largest operator error, n=1..6: 0.0e+00
Weight bound checked for n = 1..300
String weights in qubits: maximum, mean over all 2n strings
n=4: BK 3, 2.625; JW 4, 2.500
n=8: BK 4, 3.562; JW 8, 4.500
n=10: BK 4, 3.400; JW 10, 5.500
n=100: BK 7, 6.435; JW 100, 50.500
n=1024: BK 11, 10.500; JW 1024, 512.500
H4 chain, STO-3G, spacing: 1.0 angstrom
Spin orbitals: 8; electrons: 4
Encoded Hartree-Fock state, qubits 1..8: 10100000
Hartree-Fock energy, diagonal element: -57.1043 eV
Hartree-Fock energy, SCF: -57.1043 eV
Ground energy, BK Pauli sum: -58.9504 eV
Ground energy, BK Pauli sum: -2.166387 hartree
Ground energy, full CI: -58.9504 eV
Correlation energy: -1.8461 eV
BK Hamiltonian: 185 terms with identity, max weight 7, mean 4.587 without identity
JW Hamiltonian: 185 terms with identity, max weight 8, mean 4.609 without identity
all good
```
